**Self-interaction left by LSDA exchange in the hydrogen atom**

For the density $n=e^{-2r/a}/(\pi a^3)$, with $a=\hbar^2/(me^2)$ and all charge in one spin channel, the Hartree energy is $U=\frac{5}{16}e^2/a$ and the LSDA exchange energy is $-\frac{81}{256}(6/\pi^2)^{1/3}e^2/a$. The program asserts the Hartree potential at four radii and the value of $U$ against direct spatial integration that does not use the shell theorem. It asserts the exchange constant of the polarized uniform gas against a momentum-space calculation with overlapping Fermi spheres, and checks the density matrix and the exchange-hole integral by quadrature. The polarized and unpolarized exchange energies are also compared with libxc. The output shows $U=0.3125$ hartree, LSDA exchange of $-0.2680$ hartree and a residual of 0.0445 hartree, or 1.21 eV. Perdew–Wang correlation on the same density adds $-0.0222$ hartree, which leaves a total self-interaction error of 0.0223 hartree. All values refer to the exact density, not to a self-consistent LSDA density.

## Numerical check

```python
# Result under test, for the hydrogen 1s density n(r) = exp(-2r/a)/(pi a^3)
# with a = hbar^2/(m e^2) and all charge in one spin channel:
#   Hartree energy        U   = (5/16) e^2/a
#   LSDA exchange energy  E_x = -(81/256) (6/pi^2)^(1/3) e^2/a
#   residual exchange self-interaction = U + E_x  (exact exchange gives zero)
# Numerical work uses lengths in a (bohr) and energies in e^2/a (hartree).
import numpy as np
from scipy.integrate import quad
from scipy.special import spherical_jn
from scipy.constants import physical_constants
from pyscf.dft import libxc

pi = np.pi
hartree_eV = physical_constants["Hartree energy in eV"][0]
bohr_angstrom = physical_constants["Bohr radius"][0] * 1e10


def density(r):
    return np.exp(-2 * r) / pi


def gauss(lo, hi, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (hi - lo) * x + 0.5 * (hi + lo), 0.5 * (hi - lo) * w


def potential_formula(r):
    return 1 / r - np.exp(-2 * r) * (1 / r + 1)


def potential_direct(R):
    # Coulomb integral in spherical coordinates centred on the field point:
    # the volume element removes the 1/s singularity; no shell theorem used.
    mu, w_mu = gauss(-1, 1, 80)
    total = 0.0
    for lo, hi in ((0, R), (R, R + 20)):
        s, w_s = gauss(lo, hi, 80)
        d2 = R**2 + s[:, None]**2 + 2 * R * s[:, None] * mu[None, :]
        dist = np.sqrt(np.maximum(d2, 0))
        total += 2 * pi * np.sum((w_s * s)[:, None] * w_mu * density(dist))
    return total


# Closed forms
U = 5 / 16
C_pol = 0.75 * (6 / pi)**(1 / 3)
I43 = 27 / (64 * pi**(1 / 3))
Ex_lsda = -(81 / 256) * (6 / pi**2)**(1 / 3)
residual = U + Ex_lsda

# Normalization and Hartree potential
norm = quad(lambda r: 4 * pi * r**2 * density(r), 0, np.inf)[0]
assert abs(norm - 1) < 1e-9
radii = (0.5, 1.0, 2.0, 4.0)
for R in radii:
    assert abs(potential_direct(R) - potential_formula(R)) < 1e-5

# Hartree energy from the definition
R_grid, R_w = gauss(0, 18, 60)
V_grid = np.array([potential_direct(R) for R in R_grid])
U_direct = 0.5 * np.sum(R_w * 4 * pi * R_grid**2 * density(R_grid) * V_grid)
assert abs(U_direct - U) < 1e-5

# The three radial integrals whose combination gives U
piece1 = quad(lambda x: x * np.exp(-2 * x), 0, np.inf)[0]
piece2 = quad(lambda x: x * np.exp(-4 * x), 0, np.inf)[0]
piece3 = quad(lambda x: x**2 * np.exp(-4 * x), 0, np.inf)[0]
assert abs(2 * (piece1 - piece2 - piece3) - U) < 1e-9

# Density matrix of the polarized uniform gas, relative to its density
for y in (0.7, 3.0, 8.0):
    direct = 3 * quad(lambda k: k**2 * np.sinc(k * y / pi), 0, 1)[0]
    assert abs(direct - 3 * spherical_jn(1, y) / y) < 1e-9

# Exchange-hole integral; the neglected tail beyond y=200 is about 6e-6
hole_integral = quad(lambda y: spherical_jn(1, y)**2 / y, 1e-9, 200,
                     limit=1000)[0]
assert abs(hole_integral - 0.25) < 1e-5


# Uniform-gas exchange from pairs of occupied plane waves, k_F = 1:
# pairs with momentum transfer q are counted by the overlap of two spheres.
def sphere_overlap(q):
    return 2 * quad(lambda z: pi * (1 - z**2), q / 2, 1)[0]


ex_volume = -0.5 * (4 * pi)**2 / (2 * pi)**6 * quad(sphere_overlap, 0, 2)[0]
n_gas = 1 / (6 * pi**2)
C_direct = -ex_volume / n_gas**(4 / 3)
assert abs(C_direct - C_pol) < 1e-8

# Integral of n^(4/3), and the energies from an independent library
I43_direct = quad(lambda r: 4 * pi * r**2 * density(r)**(4 / 3), 0, np.inf)[0]
assert abs(I43_direct - I43) < 1e-8
assert abs(-C_direct * I43_direct - Ex_lsda) < 1e-7


def library_energy(code, polarized, count=200):
    r, w = gauss(0, 25, count)
    n = density(r)
    rho = np.array([n, np.zeros_like(n)]) if polarized else n
    eps = libxc.eval_xc(code, rho, spin=1 if polarized else 0, deriv=1)[0]
    return np.sum(w * 4 * pi * r**2 * n * np.ravel(eps))


assert abs(library_energy("LDA_X,", True) - Ex_lsda) < 1e-6
Ex_unpol = Ex_lsda / 2**(1 / 3)
assert abs(library_energy("LDA_X,", False) - Ex_unpol) < 1e-6

# LSDA correlation (Perdew-Wang) on the same density; exact value is zero
Ec = library_energy(",LDA_C_PW", True)
assert abs(Ec - library_energy(",LDA_C_PW", True, 300)) < 1e-6
assert Ec < 0 < residual + Ec < residual

print(f"Bohr radius a = {bohr_angstrom:.6f} angstrom")
print(f"1 hartree = {hartree_eV:.5f} eV")
for R in radii:
    print(f"Hartree potential energy at r = {R:.1f} bohr: "
          f"{potential_formula(R):.5f} hartree")
print(f"integral of x exp(-2x) = {piece1:.6f} (dimensionless)")
print(f"integral of x exp(-4x) = {piece2:.6f} (dimensionless)")
print(f"integral of x^2 exp(-4x) = {piece3:.6f} (dimensionless)")
print(f"Hartree energy U, closed form = {U:.6f} hartree")
print(f"Hartree energy U, direct integration = {U_direct:.6f} hartree")
print(f"Hartree energy U = {U * hartree_eV:.3f} eV")
print(f"exact exchange energy -U = {-U:.6f} hartree")
print(f"exchange-hole integral, numerical = {hole_integral:.5f} (dimensionless)")
print(f"polarized exchange constant, formula = {C_pol:.6f} (dimensionless)")
print(f"polarized exchange constant, Fermi spheres = {C_direct:.6f} "
      "(dimensionless)")
print(f"integral of n^(4/3) = {I43:.6f} 1/bohr")
print(f"LSDA exchange energy = {Ex_lsda:.6f} hartree")
print(f"LSDA exchange energy = {Ex_lsda * hartree_eV:.3f} eV")
print(f"residual exchange self-interaction = {residual:.6f} hartree")
print(f"residual exchange self-interaction = {residual * hartree_eV:.3f} eV")
print(f"fraction of U cancelled by LSDA exchange = {-100 * Ex_lsda / U:.2f} %")
print(f"fraction of U left over = {100 * residual / U:.2f} %")
print(f"unpolarized LDA exchange energy = {Ex_unpol:.6f} hartree")
print(f"residual with unpolarized LDA exchange = {U + Ex_unpol:.6f} hartree")
print(f"Perdew-Wang LSDA correlation energy = {Ec:.6f} hartree")
print(f"total LSDA self-interaction error = {residual + Ec:.6f} hartree")
print(f"total LSDA self-interaction error = "
      f"{(residual + Ec) * hartree_eV:.3f} eV")
print("all good")
```

Printed output:

```
Bohr radius a = 0.529177 angstrom
1 hartree = 27.21139 eV
Hartree potential energy at r = 0.5 bohr: 0.89636 hartree
Hartree potential energy at r = 1.0 bohr: 0.72933 hartree
Hartree potential energy at r = 2.0 bohr: 0.47253 hartree
Hartree potential energy at r = 4.0 bohr: 0.24958 hartree
integral of x exp(-2x) = 0.250000 (dimensionless)
integral of x exp(-4x) = 0.062500 (dimensionless)
integral of x^2 exp(-4x) = 0.031250 (dimensionless)
Hartree energy U, closed form = 0.312500 hartree
Hartree energy U, direct integration = 0.312500 hartree
Hartree energy U = 8.504 eV
exact exchange energy -U = -0.312500 hartree
exchange-hole integral, numerical = 0.24999 (dimensionless)
polarized exchange constant, formula = 0.930526 (dimensionless)
polarized exchange constant, Fermi spheres = 0.930526 (dimensionless)
integral of n^(4/3) = 0.288050 1/bohr
LSDA exchange energy = -0.268037 hartree
LSDA exchange energy = -7.294 eV
residual exchange self-interaction = 0.044463 hartree
residual exchange self-interaction = 1.210 eV
fraction of U cancelled by LSDA exchange = 85.77 %
fraction of U left over = 14.23 %
unpolarized LDA exchange energy = -0.212742 hartree
residual with unpolarized LDA exchange = 0.099758 hartree
Perdew-Wang LSDA correlation energy = -0.022184 hartree
total LSDA self-interaction error = 0.022279 hartree
total LSDA self-interaction error = 0.606 eV
all good
```
